# Speed of an equidistant step train with fast attachment: test program

```python
"""
Result under test: the speed of equally spaced steps with fast attachment,
    v = 2 * Omega * (F - c_eq/tau) * xs * tanh(L / (2 xs)),  xs = sqrt(D tau)
Omega: area per atom of the layer added by a step; F: incident flux;
c_eq: adatom density at a step; tau: time before desorption;
D: adatom diffusion coefficient; L: step spacing.
Lengths are in nm, times in s, energies in eV unless a name says otherwise.
Finite-difference solutions of the adatom balance test the formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar


def solve_terrace(L, D, tau, F, c_eq, speed=0.0, k=None, n=2000):
    """Return grid, density and total current into the two bounding steps.

    k=None means fast attachment; otherwise k is the attachment coefficient.
    """
    h = L / n
    x = np.linspace(0.0, L, n + 1)
    band = np.zeros((3, n + 1))
    rhs = np.full(n + 1, -F)
    band[0, 2:] = D / h**2 + speed / (2 * h)
    band[1, 1:-1] = -2 * D / h**2 - 1 / tau
    band[2, :-2] = D / h**2 - speed / (2 * h)
    if k is None:
        band[1, 0] = band[1, -1] = 1.0
        rhs[0] = rhs[-1] = c_eq
    else:
        assert speed == 0.0
        # balance of the half cell next to each step
        band[1, 0] = band[1, -1] = -2 * D / h**2 - 2 * k / h - 1 / tau
        band[0, 1] = band[2, -2] = 2 * D / h**2
        rhs[0] = rhs[-1] = -F - 2 * k * c_eq / h
    c = solve_banded((1, 1), band, rhs)
    if k is None:
        left = D * (-3 * c[0] + 4 * c[1] - c[2]) / (2 * h)
        right = D * (-3 * c[-1] + 4 * c[-2] - c[-3]) / (2 * h)
        current = left + right
    else:
        current = k * (c[0] + c[-1] - 2 * c_eq)
    return x, c, current


def bcf_speed(L, Omega, D, tau, F, c_eq):
    xs = np.sqrt(D * tau)
    return 2 * Omega * (F - c_eq / tau) * xs * np.tanh(L / (2 * xs))


def speed_with_drift(p, L, Omega, D, tau, F, c_eq):
    """Speed when the relative drift velocity of step and adatoms is 2 D p."""
    kappa = np.sqrt(p**2 + 1 / (D * tau))
    shape = (np.cosh(kappa * L) - np.cosh(p * L)) / np.sinh(kappa * L)
    return 2 * Omega * D * (F * tau - c_eq) * kappa * shape


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# ---------- rough parameters in the regime of Si(111) near 1100 C ----------
lattice = const.physical_constants["lattice parameter of silicon"][0] * 1e9
temperature = 1373.0
kT = const.k * temperature / const.e
D_cm2 = 1.0e-5
D = D_cm2 * 1e14
tau = 1.0
c_eq = 0.5
F = 0.55
L = 20000.0
step_energy = 0.2            # eV per nm of step
sublimation_energy = 4.5     # eV per atom
charge_number = 0.1          # effective adatom charge / elementary charge
field_V_cm = 5.0
attach_length = 1000.0       # D / k

bilayer = lattice / np.sqrt(3)
Omega = 1 / (8 / lattice**3 * bilayer)
xs = np.sqrt(D * tau)
F_eq = c_eq / tau
net = F - F_eq
v = bcf_speed(L, Omega, D, tau, F, c_eq)

# Area per atom from the surface cell, which holds two atoms per bilayer
cell_1 = lattice / 2 * np.array([1, -1, 0])
cell_2 = lattice / 2 * np.array([0, 1, -1])
assert close(np.linalg.norm(np.cross(cell_1, cell_2)) / 2, Omega, 1e-12)

# ---------- speed and profile from the numerical terrace solution ----------
worst = 0.0
for ratio in (0.05, 0.3, 1.0, 3.0, 10.0, 30.0):
    for flux in (F, 0.0):
        x, c, current = solve_terrace(ratio * xs, D, tau, flux, c_eq)
        expected = bcf_speed(ratio * xs, Omega, D, tau, flux, c_eq)
        worst = max(worst, abs(Omega * current / expected - 1))
assert worst < 3e-4          # second-order grid error at the widest terrace

x, c, current = solve_terrace(L, D, tau, F, c_eq)
v_numeric = Omega * current
budget = Omega * np.trapezoid(F - c / tau, x) if hasattr(np, "trapezoid") \
    else Omega * np.trapz(F - c / tau, x)
assert close(budget, v, 1e-4)
profile = F * tau - net * tau * np.cosh((x - L / 2) / xs) / np.cosh(L / 2 / xs)
assert np.max(np.abs(c - profile)) < 1e-4 * (profile.max() - c_eq)

# Narrow and wide terrace limits
narrow = Omega * solve_terrace(0.05 * xs, D, tau, F, c_eq)[2]
wide = Omega * solve_terrace(30 * xs, D, tau, F, c_eq)[2]
assert close(narrow, Omega * net * 0.05 * xs, 1e-3)
assert close(wide, 2 * Omega * net * xs, 1e-3)

# ---------- strong step motion, in units with D = tau = 1 ----------
fast = dict(L=1.5, D=1.0, tau=1.0, F=3.0, c_eq=0.2)
area = 0.8
v_fast = brentq(
    lambda s: s - area * solve_terrace(speed=s, **fast)[2], 0.0, 10.0)
assert close(speed_with_drift(v_fast / 2, Omega=area, **fast), v_fast, 1e-4)
v_fast_static = bcf_speed(Omega=area, **fast)
assert abs(v_fast / v_fast_static - 1) > 0.01   # the case is a real trial

# ---------- finite attachment ----------
def attachment_divisor(d, width):
    return 1 + d / xs * np.tanh(width / (2 * xs))


for d in (attach_length, 20000.0):
    for width in (L, 3 * xs):
        slow = Omega * solve_terrace(width, D, tau, F, c_eq, k=D / d)[2]
        ideal = bcf_speed(width, Omega, D, tau, F, c_eq)
        assert close(slow, ideal / attachment_divisor(d, width), 1e-4)
d_ten_percent = 0.1 * xs / np.tanh(L / (2 * xs))

# ---------- slowest transient of the adatom field ----------
n = 400
h = L / n
rate_numeric = eigh_tridiagonal(
    np.full(n - 1, 2 * D / h**2 + 1 / tau), np.full(n - 2, -D / h**2),
    select="i", select_range=(0, 0))[0][0]
rate = 1 / tau + np.pi**2 * D / L**2
assert close(rate_numeric, rate, 1e-4)
passage = L / v
assert 1 / rate < 0.01 * passage

# ---------- step motion and electromigration in the example ----------
args = (L, Omega, D, tau, F, c_eq)
motion_change = speed_with_drift(v / (2 * D), *args) / v - 1
p_field = charge_number * field_V_cm * 1e-7 / (2 * kT)
field_change = speed_with_drift(p_field, *args) / v - 1

# ---------- island nucleation ----------
def supersaturation(width):
    return (F / F_eq - 1) * (1 - 1 / np.cosh(width / (2 * xs)))


def barrier(width):
    drive = kT * np.log1p(supersaturation(width))
    return np.pi * step_energy**2 * Omega / drive


def log_attempts(width):
    """Log of D c^2 times a width-by-width area times the passage time."""
    density = c_eq * (1 + supersaturation(width))
    time = width / bcf_speed(width, Omega, D, tau, F, c_eq)
    return np.log(D * density**2 * width**2 * time)


def log10_nuclei(width):
    return (log_attempts(width) - barrier(width) / kT) / np.log(10)


sigma = supersaturation(L)
assert close(c[len(c) // 2] / c_eq - 1, sigma, 1e-4)
drive = kT * np.log1p(sigma)
top = minimize_scalar(
    lambda r: np.pi * r**2 * drive / Omega - 2 * np.pi * r * step_energy,
    bounds=(0.0, 200.0), method="bounded")
assert close(-top.fun, barrier(L), 1e-6)
L_limit = brentq(log10_nuclei, 5000.0, 200000.0)
beta_limit = np.sqrt(kT * drive * log_attempts(L) / (np.pi * Omega))

# ---------- a temperature error acting through F_eq alone ----------
kT_hot = const.k * (temperature + 1) / const.e
F_eq_hot = F_eq * np.exp(sublimation_energy * (1 / kT - 1 / kT_hot))
hot_change = -(F_eq_hot - F_eq) / net

# ---------- printed numbers ----------
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT:.4f} eV")
print(f"silicon lattice parameter: {lattice:.4f} nm")
print(f"bilayer step height: {bilayer:.4f} nm")
print(f"atomic area Omega: {Omega:.5f} nm^2")
print(f"diffusion coefficient D: {D_cm2:.1e} cm^2/s")
print(f"desorption time tau: {tau:.1f} s")
print(f"adatom density at steps c_eq: {c_eq:.2f} nm^-2")
print(f"incident flux F: {F:.3f} nm^-2 s^-1")
print(f"equilibrium flux F_eq: {F_eq:.3f} nm^-2 s^-1")
print(f"net flux: {net:.3f} nm^-2 s^-1")
print(f"diffusion length xs: {xs / 1000:.2f} um")
print(f"step spacing L: {L / 1000:.1f} um")
print(f"miscut angle for L: {np.degrees(np.arctan(bilayer / L)):.5f} deg")
print(f"L/(2 xs): {L / (2 * xs):.4f}")
print(f"tanh(L/(2 xs)): {np.tanh(L / (2 * xs)):.4f}")
print(f"step speed, formula: {v:.3f} nm/s")
print(f"step speed, finite differences: {v_numeric:.3f} nm/s")
print(f"narrow-terrace estimate: {Omega * net * L:.3f} nm/s")
print(f"wide-terrace ceiling: {2 * Omega * net * xs:.2f} nm/s")
print(f"captured fraction of net flux: {v / (Omega * net * L):.4f}")
print(f"film growth rate: {60 * bilayer * v / L:.4f} nm/min")
print(f"speed with F = 0: {bcf_speed(L, Omega, D, tau, 0, c_eq):.1f} nm/s")
print(f"largest relative error in speed tests: {worst:.1e}")
print(f"strong-motion test, moving-frame speed: {v_fast:.4f} (D=tau=1)")
print(f"strong-motion test, static formula: {v_fast_static:.4f} (D=tau=1)")
print(f"relative change from step motion: {motion_change:.1e}")
print(f"effective charge number: {charge_number:.1f}")
print(f"heating field: {field_V_cm:.1f} V/cm")
print(f"relative change from field drift: {field_change:.1e}")
print(f"assumed attachment length d: {attach_length / 1000:.1f} um")
loss = 1 - 1 / attachment_divisor(attach_length, L)
print(f"speed loss from this d: {100 * loss:.2f} %")
print(f"d that makes the divisor 1.1: {d_ten_percent / 1000:.1f} um")
print(f"adatom relaxation time: {1 / rate:.4f} s")
print(f"time for a step to cross L: {passage:.0f} s")
print(f"sublimation energy: {sublimation_energy:.1f} eV")
print(f"speed change for +1 K via F_eq: {100 * hot_change:.1f} %")
print(f"step energy: {step_energy:.2f} eV/nm")
print(f"mid-terrace supersaturation: {100 * sigma:.3f} %")
print(f"nucleation barrier: {barrier(L):.2f} eV = {barrier(L) / kT:.1f} kT")
print(f"step energy giving one nucleus: {beta_limit:.3f} eV/nm")
print(f"spacing giving one nucleus: {L_limit / 1000:.1f} um")
print("table: L (um), v (nm/s), captured fraction, log10(nuclei)")
L_wafer = bilayer / np.tan(np.radians(0.1))
for width in (L_wafer, 5000.0, L, 60000.0, 200000.0):
    speed = bcf_speed(width, Omega, D, tau, F, c_eq)
    part = speed / (Omega * net * width)
    print(f"  {width / 1000:7.2f} {speed:9.3f} {part:8.4f}"
          f" {log10_nuclei(width):12.1f}")
print("OK")
```

Printed output:

```
temperature: 1373 K
thermal energy kT: 0.1183 eV
silicon lattice parameter: 0.5431 nm
bilayer step height: 0.3136 nm
atomic area Omega: 0.06386 nm^2
diffusion coefficient D: 1.0e-05 cm^2/s
desorption time tau: 1.0 s
adatom density at steps c_eq: 0.50 nm^-2
incident flux F: 0.550 nm^-2 s^-1
equilibrium flux F_eq: 0.500 nm^-2 s^-1
net flux: 0.050 nm^-2 s^-1
diffusion length xs: 31.62 um
step spacing L: 20.0 um
miscut angle for L: 0.00090 deg
L/(2 xs): 0.3162
tanh(L/(2 xs)): 0.3061
step speed, formula: 61.814 nm/s
step speed, finite differences: 61.814 nm/s
narrow-terrace estimate: 63.861 nm/s
wide-terrace ceiling: 201.95 nm/s
captured fraction of net flux: 0.9679
film growth rate: 0.0581 nm/min
speed with F = 0: -618.1 nm/s
largest relative error in speed tests: 8.4e-05
strong-motion test, moving-frame speed: 2.9375 (D=tau=1)
strong-motion test, static formula: 2.8455 (D=tau=1)
relative change from step motion: 8.0e-10
effective charge number: 0.1
heating field: 5.0 V/cm
relative change from field drift: 3.7e-08
assumed attachment length d: 1.0 um
speed loss from this d: 0.96 %
d that makes the divisor 1.1: 10.3 um
adatom relaxation time: 0.0389 s
time for a step to cross L: 324 s
sublimation energy: 4.5 eV
speed change for +1 K via F_eq: -28.1 %
step energy: 0.20 eV/nm
mid-terrace supersaturation: 0.480 %
nucleation barrier: 14.16 eV = 119.7 kT
step energy giving one nucleus: 0.123 eV/nm
spacing giving one nucleus: 33.5 um
table: L (um), v (nm/s), captured fraction, log10(nuclei)
     0.18     0.574   1.0000    -617071.6
     5.00    15.932   0.9979       -780.6
    20.00    61.814   0.9679        -32.5
    60.00   149.275   0.7792         12.8
   200.00   201.223   0.3151         19.2
OK
```
